\section*{The Ball-Chiu vertex and the eight transverse structures it leaves free}

\section*{Setting}

The metric is $(+,-,-,-)$, $\hbar=c=1$, and $\hat p\equiv\gamma^\mu p_\mu$. A fermion enters the photon vertex $\Gamma^\mu(k,p)$ with momentum $p$ and leaves with $k$; at tree level $\Gamma^\mu=\gamma^\mu$. The inverse propagator is $S^{-1}(p)=A(p^2)\hat p-B(p^2)$, and the Ward-Takahashi identity (WTI) is taken as given:
\begin{equation}
q_\mu\Gamma^\mu(k,p)=S^{-1}(k)-S^{-1}(p),\qquad q=k-p .
\end{equation}
Set $P=(k+p)/2$ and $\omega=P\cdot q=(k^2-p^2)/2$. Antisymmetrized products are written $\gamma^{ab}=\tfrac12[\hat a,\hat b]$ and $\gamma^{abc}$, where a slot holds a vector or the index $\mu$; the number of slots is the grade. Lorentz covariance and parity are assumed, and $A$, $B$ are analytic in the region considered, which lies below thresholds.

\section*{(a) The general vertex}

\textit{How many independent structures does $\Gamma^\mu$ have, and what should ``free of kinematic singularities'' mean?}

\textbf{Solution.} Let the Gram determinant $P^2q^2-\omega^2$ be nonzero. The Lorentz transformations that fix $P$ and $q$ act on the orthogonal two-plane $W$, and $\Gamma^\mu$ must be invariant under them. The index $\mu$ supplies two scalars (along $P$, $q$) and one vector of $W$. The 16 Dirac matrices are products of the four matrices $1,\hat P,\hat q,\gamma^{Pq}$ with a scalar, a vector or a pseudoscalar of $W$. Scalars arise as scalar times scalar, $2\times4$, and as the dot product of two vectors, $1\times4$, which makes 12. The pseudoscalars of $W$ also number $2\times4+1\times4=12$, and parity removes them. A basis ordered by grade is
\begin{align}
\Gamma^\mu={}&a_1P^\mu+a_2q^\mu+b_0\gamma^\mu+b_1P^\mu\hat P+b_2P^\mu\hat q+b_3q^\mu\hat P+b_4q^\mu\hat q\nonumber\\
&+c_1\gamma^{\mu P}+c_2\gamma^{\mu q}+c_3P^\mu\gamma^{Pq}+c_4q^\mu\gamma^{Pq}+d\,\gamma^{\mu Pq}.\label{prim}
\end{align}
These twelve are independent. Different grades are independent. If the sum vanishes, contraction with $n\in W$ leaves $b_0\hat n+c_1\gamma^{nP}+c_2\gamma^{nq}+d\gamma^{nPq}=0$, so these four coefficients vanish, and the rest multiply the independent products of $P^\mu,q^\mu$ with $1,\hat P,\hat q,\gamma^{Pq}$.

In a Feynman diagram, after parametrization and loop integration, each term is a parameter integral times a string of $\hat P$, $\hat q$, $\gamma^\mu$ (or $P^\mu$, $q^\mu$) and contracted pairs $\gamma^\nu\cdots\gamma_\nu$. The relation $\{\gamma^\alpha,\gamma^\beta\}=2g^{\alpha\beta}$ reduces a string to antisymmetrized products with coefficients polynomial in $P^2,q^2,\omega$, and no division occurs. An antisymmetrized product holds each of $P$, $q$, $\mu$ at most once, which yields the list (\ref{prim}). Singularities of the coefficients therefore come from the parameter integrals alone and are dynamical. A vertex is called \emph{regular} if its twelve coefficients are analytic in $P^2,q^2,\omega$, in particular at $\omega=0$, at $q^2=0$ and at vanishing Gram determinant. In perturbation theory this holds away from dynamical thresholds (with massless photons a three-photon cut starts at $q^2=0$ from three loops on); beyond perturbation theory regularity is an assumption. The numerical check confirms the counts 24 and 12, and confirms by an $O(4)$ group average that (\ref{prim}) accounts for all polynomial covariants up to degree four in each of $P$ and $q$.

\section*{(b) Scalar form of the identity}

\textit{Reduce the WTI to scalar equations.}

\textbf{Solution.} Write $F_k=F(k^2)$, $\Sigma_A=(A_k+A_p)/2$ and $\Delta_F=(F_k-F_p)/(k^2-p^2)$, so that $F_k-F_p=2\omega\Delta_F$. With $k=P+q/2$ and $p=P-q/2$,
\begin{equation}
A_k\hat k-A_p\hat p-(B_k-B_p)=2\omega\Delta_A\hat P+\Sigma_A\hat q-2\omega\Delta_B .
\end{equation}
On the left, $q_\mu P^\mu=\omega$, $q_\mu\gamma^{\mu P}=\gamma^{qP}=-\gamma^{Pq}$, and $\gamma^{qq}=\gamma^{qPq}=0$ by antisymmetry. The coefficients of $1,\hat P,\hat q,\gamma^{Pq}$ give
\begin{align}
a_1\omega+a_2q^2&=-2\omega\Delta_B,\label{e0}\\
b_1\omega+b_3q^2&=2\omega\Delta_A,\label{e1}\\
b_0+b_2\omega+b_4q^2&=\Sigma_A,\label{e2}\\
-c_1+c_3\omega+c_4q^2&=0.\label{e3}
\end{align}
The four equations involve disjoint sets of unknowns and are independent unless $\omega=q^2=0$. They leave $12-4=8$ functions free; $c_2$ and $d$ do not appear at all.

\section*{(c) A regular solution}

\textit{Solve the equations with four structures. Compare the choice $q^\mu\{1,\hat P,\hat q,\gamma^{Pq}\}$ with $\{P^\mu,P^\mu\hat P,\gamma^\mu,\gamma^{\mu P}\}$.}

\textbf{Solution.} The first choice keeps $a_2,b_3,b_4,c_4$ and requires division by $q^2$: $a_2=-2\omega\Delta_B/q^2$, $b_3=2\omega\Delta_A/q^2$, $b_4=\Sigma_A/q^2$, that is $\Gamma_{\rm n}^\mu=q^\mu[S^{-1}(k)-S^{-1}(p)]/q^2$. The numerators depend on $k^2$ and $p^2$ alone and do not vanish at $q^2=0$ for general $A,B$, so there is a pole on the light cone. For $q=\epsilon n$, $\epsilon\to0$, the limit $n^\mu n_\nu\,\partial^\nu S^{-1}/n^2$ depends on the direction $n$.

The second choice keeps $a_1,b_1,b_0,c_1$. Equations (\ref{e0}) and (\ref{e1}) need division by $\omega$, which their right sides contain as a factor; (\ref{e2}) and (\ref{e3}) need none. Thus $a_1=-2\Delta_B$, $b_1=2\Delta_A$, $b_0=\Sigma_A$, $c_1=0$, and with $2P=k+p$,
\begin{equation}
\Gamma_{\rm BC}^\mu=\Sigma_A\gamma^\mu+\frac{\Delta_A}{2}(k+p)^\mu(\hat k+\hat p)-\Delta_B(k+p)^\mu .
\end{equation}
This is the Ball-Chiu vertex. It is regular, because $\Delta_F=\int_0^1d\tau\,F'(p^2+\tau(k^2-p^2))$ is analytic and equals $F'$ at $k^2=p^2$. Within the span of the four chosen structures it is unique for $\omega\neq0$, and by continuity at $\omega=0$. ``Longitudinal'' here means ``carrying the WTI'', not ``along $q^\mu$''. Whether regularity alone selects this vertex depends on the homogeneous solutions.

\section*{(d) The transverse structures}

\textit{Find all regular $X^\mu$ with $q_\mu X^\mu=0$, in a form whose scalar functions are regular.}

\textbf{Solution.} The difference of two regular solutions obeys (\ref{e0})--(\ref{e3}) with zero right sides. The homogeneous (\ref{e2}) and (\ref{e3}) give $b_0=-b_2\omega-b_4q^2$ and $c_1=c_3\omega+c_4q^2$ without division. The other two have the form $x\omega+yq^2=0$ with $x,y$ analytic in the independent variables $P^2,q^2,\omega$. At $q^2=0$ one has $x\omega=0$, so $x=0$ for $\omega\neq0$ and by continuity on the whole surface. An analytic function vanishing at $q^2=0$ is $x=q^2\tau$ with $\tau$ analytic. Then $q^2(\tau\omega+y)=0$ gives $y=-\omega\tau$. Collecting the terms of each free function,
\begin{align}
T_1&=q^2P^\mu-\omega q^\mu, & T_5&=\gamma^{\mu q},\nonumber\\
T_2&=(q^2P^\mu-\omega q^\mu)\hat P, & T_6&=\omega\gamma^{\mu P}+P^\mu\gamma^{Pq},\nonumber\\
T_3&=q^2\gamma^\mu-q^\mu\hat q, & T_7&=q^2\gamma^{\mu P}+q^\mu\gamma^{Pq},\nonumber\\
T_4&=\omega\gamma^\mu-P^\mu\hat q, & T_8&=\gamma^{\mu Pq},
\end{align}
which is $1+3+3+1=8$ by grade. Every regular solution of the WTI is therefore
\begin{equation}
\Gamma^\mu=\Gamma^\mu_{\rm BC}+\sum_{i=1}^8\tau_iT_i^\mu
\end{equation}
with regular $\tau_i$, and any regular $\tau_i$ are allowed. Regularity does not single out $\Gamma_{\rm BC}$: it is the member with $\tau_i=0$. Reading off coefficients,
\begin{gather}
\tau_1=-\frac{a_2}{\omega}=\frac{a_1+2\Delta_B}{q^2},\qquad \tau_2=-\frac{b_3}{\omega}=\frac{b_1-2\Delta_A}{q^2},\nonumber\\
\tau_3=-b_4,\ \ \tau_4=-b_2,\ \ \tau_5=c_2,\ \ \tau_6=c_3,\ \ \tau_7=c_4,\ \ \tau_8=d,\label{tau}
\end{gather}
with $b_0=\Sigma_A+\tau_3q^2+\tau_4\omega$ and $c_1=\tau_6\omega+\tau_7q^2$. At $\omega=0$, $T_1=q^2P^\mu$ and $T_2=q^2P^\mu\hat P$ are proportional to Ball-Chiu structures, so there the split is fixed by continuity, through the second forms of $\tau_1,\tau_2$.

\section*{(e) Change of basis and charge conjugation}

\textit{May $T_4$ be replaced by the transverse structure $T_1\hat q$? Does charge conjugation lower the count?}

\textbf{Solution.} Expanding, $\omega T_3-q^2T_4=q^2P^\mu\hat q-\omega q^\mu\hat q=T_1\hat q$. Hence
\begin{equation}
\tau_4T_4=\frac{\omega\tau_4}{q^2}T_3-\frac{\tau_4}{q^2}T_1\hat q .\label{bad}
\end{equation}
The new set is a basis at each point with $q^2\ne0$ and nonzero Gram determinant, yet a regular vertex with $\tau_4\neq0$ at $q^2=0$ has poles in two coefficients, which cancel in the sum. This is a kinematic singularity. In polynomial terms, the covariants linear in $P$ and in $q$ are $P^\mu\hat q$, $q^\mu\hat P$, $\omega\gamma^\mu$, $\gamma^{\mu Pq}$; two combinations, $T_4$ and $T_8$, are transverse, and the altered set supplies $T_8$ alone. These are the counts 4, 2 and 1 of the numerical check.

Charge conjugation invariance reads $C\Gamma^\mu(k,p)C^{-1}=-\Gamma^\mu(-p,-k)^T$ with $C\gamma^\mu C^{-1}=-\gamma^{\mu T}$. The map $(k,p)\to(-p,-k)$ sends $P\to-P$, $q\to q$, $\omega\to-\omega$. A product of grade $g$ acquires $(-1)^g$ from $C$ and the sign of reversing its order, $(-1)^{g(g-1)/2}$, from the transposition: $+,-,-,+$ for $g=0,1,2,3$. Grades 0 and 3 must then be odd under $P\to-P$, and grades 1 and 2 even. $T_1$ and $T_8$ are odd and $T_2,T_3,T_5,T_6$ are even, as required, so their $\tau_i$ are even in $\omega$. $T_4$ and $T_7$ are odd with grades 1 and 2, so $\tau_4,\tau_7$ are odd in $\omega$ and equal $\omega$ times a regular function. All eight survive for $k^2\neq p^2$.

\section*{(f) What the identity fixes}

\textit{Which properties do all regular solutions share? Exhibit a second one built from $A$ and $B$.}

\textbf{Solution.} Each $T_i$ contains at least one power of $q$. At $q=0$ all regular solutions thus equal $\Gamma_{\rm BC}$, with $\Sigma_A\to A$, $\Delta_F\to F'$:
\begin{equation}
\Gamma^\mu(p,p)=A\gamma^\mu+2A'p^\mu\hat p-2B'p^\mu=\partial S^{-1}/\partial p_\mu .
\end{equation}
Freedom starts at first order in $q$, through $T_5,T_6,T_8$; $T_4$ is also linear, but if charge conjugation holds, $\tau_4\propto\omega$ makes its term second order. At $q^2=0$ with $q\ne0$, (\ref{tau}) gives $a_1=-2\Delta_B$ and $b_1=2\Delta_A$.

With $r=P+\sigma q$, $q_\mu\partial^\mu S^{-1}(r)=dS^{-1}/d\sigma$, so $\Gamma^\mu_{\rm line}=\int_{-1/2}^{1/2}d\sigma\,\partial^\mu S^{-1}(r)$ solves the WTI. Expanding $r^\mu\hat r$ gives $b_2=b_3=2\int\sigma A'$, $b_4=2\int\sigma^2A'$, $a_2=-2\int\sigma B'$, and no grade 2 or 3. It is regular where $r^2$ stays below threshold on the segment, has $\tau_4=\omega\tau_2$, and differs from $\Gamma_{\rm BC}$ whenever $\tau_3=-2\int\sigma^2A'\neq0$.

\section*{(g) One-loop QED}

\textit{Compute $A$, $B$, $\Gamma^\mu$ to order $a=\alpha/4\pi$ in covariant gauge $\xi$, in $\overline{\rm MS}$ with $\mu=m$, and extract the $\tau_i$ at $\xi=3$, $k^2=-2m^2$, $p^2=-m^2/2$, $q^2=-3m^2$.}

\textbf{Solution.} Take $d=4-2\epsilon$, vertex $-ie\gamma^\nu$ and photon propagator $-i[g_{\nu\rho}-(1-\xi)l_\nu l_\rho/l^2]/l^2$. A photon mass $\lambda$ is allowed for $\xi=1$. Wick rotation and the Beta function give
\begin{equation}
\int\!\frac{d^d\ell}{(2\pi)^d}\frac{(\ell^2)^r}{(\ell^2-\Delta)^n}=\frac{i(-1)^{n+r}}{(4\pi)^{d/2}}\frac{\Gamma(r+\frac d2)\Gamma(n-r-\frac d2)}{\Gamma(\frac d2)\Gamma(n)}\Delta^{r+d/2-n}.\label{master}
\end{equation}
Below $L=\ln(\Delta/m^2)$, and $\Gamma(\epsilon)\Delta^{-\epsilon}\to1/\epsilon-L$ with the pole subtracted.

\textit{Self-energy.} $S^{-1}=\hat p-m-\Sigma$, and $-i\Sigma$ carries $(-ie)^2\,i\,(-i)=-e^2$, so $\Sigma=-ie^2\int\gamma^\nu(\hat p-\hat l+m)\gamma_\nu/(\cdots)$ for $\xi=1$. With electron parameter $s$, $x=1-s$, $l=\ell+sp$, one has $\Delta=sm^2+x\lambda^2-sxp^2$ and numerator $-(2-2\epsilon)x\hat p+(4-2\epsilon)m$. The case $n=2$, $r=0$ gives
\begin{equation}
A=1-a\int_0^1\!ds\,2x(L+1),\qquad B=m-am\int_0^1\!ds\,(4L+2).\label{AB}
\end{equation}
The gauge term is $+ie^2(1-\xi)\int\hat l(\hat p-\hat l+m)\hat l/(\cdots)$ with weight $2x$ and $n=3$. Its numerator is $s^2p^2(x\hat p+m)$ at $\ell=0$. Averaging with $\ell^\alpha\ell^\beta\to\ell^2g^{\alpha\beta}/d$ in $\hat l\hat p\hat l-l^2\hat l+ml^2$ adds $(\ell^2/d)[(2-d)\hat p-s(d+2)\hat p+dm]$. Therefore
\begin{align}
\Sigma_\xi=-a(1-\xi)\int_0^1\!ds\,2x\Big\{&\hat p\Big[-\frac{s^2xp^2}{2\Delta}+\frac{1+3s}{2}L+\frac{1+s}{2}\Big]\nonumber\\
&-m\Big[\frac{s^2p^2}{2\Delta}+L+\frac12\Big]\Big\}.
\end{align}

\textit{Vertex.} The prefactor is $(-i)(-ie)^2i^2=-ie^2$. With parameters $y,z$ for the lines $k-l$, $p-l$, set $s=y+z$, $x=1-s$, $w=yk+zp$, $l=\ell+w$. Using $w^2=s(yk^2+zp^2)-yzq^2$,
\begin{equation}
\Delta=sm^2+x\lambda^2-x(yk^2+zp^2)-yzq^2 ,
\end{equation}
which is positive inside the domain for $k^2,p^2<m^2$, $q^2<4m^2$, since $yz\le s^2/4$. Let $v=(y-z)/2$, $\kappa=k-w=xP+(\frac12-v)q$ and $\pi=p-w=xP-(\frac12+v)q$. For $\xi=1$ the weight is 2 and $n=3$. The $\ell^2$ term is $\gamma^\nu\hat\ell\gamma^\mu\hat\ell\gamma_\nu\to\ell^2(2-d)^2\gamma^\mu/d$, which gives $2a(1-\epsilon)^2(1/\epsilon-L)\gamma^\mu$. Thus
\begin{align}
\Gamma^\mu&=\gamma^\mu-a\int\!dy\,dz\Big[\frac{N^\mu}{\Delta}+(2L+4)\gamma^\mu\Big],\nonumber\\
N^\mu&=\gamma^\nu(\hat\kappa+m)\gamma^\mu(\hat\pi+m)\gamma_\nu=-2\hat\pi\gamma^\mu\hat\kappa+4m(\kappa+\pi)^\mu-2m^2\gamma^\mu ,\label{N}
\end{align}
by the $d=4$ contractions of three, two and one matrices. Now $\hat\pi\gamma^\mu\hat\kappa=\pi^\mu\hat\kappa+\kappa^\mu\hat\pi-\kappa\cdot\pi\,\gamma^\mu-\gamma^{\mu\pi\kappa}$, and $\gamma^{\mu\pi\kappa}=x[(\frac12-v)+(\frac12+v)]\gamma^{\mu Pq}$. For $\xi=1$ at this order there is no grade 2, so $\tau_5=\tau_6=\tau_7=0$; the grade-1 part is symmetric, $b_2=b_3$, so $\tau_4=\omega\tau_2$; and $\tau_8=-2a\int x/\Delta$.

The gauge term has numerator $\hat l(\hat k-\hat l+m)\gamma^\mu(\hat p-\hat l+m)\hat l$, weight $6x$ and $n=4$. Let $N_0$ be its value at $\ell=0$, and $N_2$ the sum over the six pairs of slots with $\hat\ell\cdots\hat\ell\to\gamma^\alpha\cdots\gamma_\alpha$, with a minus sign for each inner slot used. The quartic term is $(\ell^2)^2\gamma^\mu$, with $d(d+2)/4=6-5\epsilon$. Equation (\ref{master}) gives
\begin{equation}
\Gamma^\mu_\xi=-a(1-\xi)\int\!dy\,dz\;x\Big[\frac{N_0^\mu}{\Delta^2}-\frac{N_2^\mu}{2\Delta}-(6L+5)\gamma^\mu\Big].
\end{equation}
The subtracted poles match: $A$ has $a/\epsilon-a(1-\xi)/\epsilon=a\xi/\epsilon$, and the vertex has $2a\cdot\frac12/\epsilon-a(1-\xi)\,6\cdot\frac16/\epsilon$, the same. The WTI was used nowhere, so it tests these formulas through the four combinations (\ref{e0})--(\ref{e3}); it cannot detect a purely transverse error, for instance in $c_2$ or $d$.

\textit{Numbers.} Set $m=1$ and quote $O(a)$ parts in units of $a=5.807\times10^{-4}$. Here $\omega=-0.75$. Quadrature gives $A_1=-0.97188$, $0.64919$ and $B_1=0.11249$, $2.70163$ at $k^2$, $p^2$. Then
\begin{align}
\Sigma_{A1}&=(-0.97188+0.64919)/2=-0.1613,\nonumber\\
\Delta_A&=(-0.97188-0.64919)/(-1.5)=1.0807,\nonumber\\
\Delta_B&=(0.11249-2.70163)/(-1.5)=1.7261,\nonumber
\end{align}
so the Ball-Chiu coefficients are $\Sigma_A=0.999906$, $2\Delta_A=1.255\times10^{-3}/m^2$, $-2\Delta_B=-2.005\times10^{-3}/m$. The loop vertex, computed as $4\times4$ matrices, satisfies the WTI with a residual of norm $3.5\times10^{-13}$ (root of the summed squared matrix elements). Its fit to (\ref{prim}) gives $a_1=-3.1057$, $a_2=-0.08662$, $b_1=1.8170$, $b_3=0.08610$, and both forms in (\ref{tau}) agree:
\begin{align}
\tau_1&=0.08662/(-0.75)=(-3.1057+3.4522)/(-3)=-0.1155,\nonumber\\
\tau_2&=-0.08610/(-0.75)=(1.8170-2.1614)/(-3)=0.1148.\nonumber
\end{align}
The others are $\tau_3,\dots,\tau_8=0.7326,\ 0.0427,\ 0.0215,\ 0.2077,\ -0.0149,\ -0.5176$, in $a/m^n$ with $n=2,2,1,3,3,2$. The remaining relations give $b_0=-0.1613-2.1979-0.0320=-2.391$ and $c_1=-0.1558+0.0448=-0.111$, as fitted. At this point the transverse part dominates the $O(a)$ coefficient of $\gamma^\mu$, and $c_1\neq0$ although $\Gamma_{\rm BC}$ has no such term. At $\xi=1$, $\omega\tau_2=-0.75\times0.01718=-0.01289=\tau_4$. The value $\tau_8=-0.517619$ is the same at $\xi=1$ and $\xi=3$ in all printed digits; that $\tau_8$ is independent of $\xi$ at one loop is a conjecture here, not derived. The line-integral solution has $\tau_{1\ldots4}=0.2557,-0.1806,-0.2108,0.1354$, equal neither to zero nor to the loop values.

\textit{Regularity tests at $\xi=3$.} For $k^2,p^2=-1.25\pm\omega$, $q^2=-3$, the values $\tau_1=-0.11245$, $\tau_2=0.11133$, $\tau_4/\omega=-0.05374$, $\tau_7/\omega=0.01858$ are unchanged from $\omega=10^{-2}$ to $10^{-3}$. At $q^2=0$ with the original $k^2,p^2$, $a_1=-3.4522=-2\Delta_B$, $b_1=2.1614=2\Delta_A$ and $\tau_4=0.05333$; (\ref{bad}) then predicts $53.33$ for the coefficient of $T_1\hat q$ at $q^2=-10^{-3}$, as found, against $5.33$ at $-10^{-2}$. The norm of the $O(a)$ part of $\Gamma_{\rm n}$ grows tenfold between $q^2=-10^{-2}$ and $-10^{-3}$ (from 621 to 6236 in the Lorentz frame used; this norm is not Lorentz invariant, so only the ratio is meaningful). The Gram determinant vanishes at $q^2=-0.5$, where $P^2q^2=(-1.125)(-0.5)=\omega^2$ (collinear momenta are one such configuration); the largest change of a $\tau_i$ between $q^2=-0.5\pm\delta$ falls from $1.3\times10^{-3}$ to $1.3\times10^{-4}$ as $\delta$ goes from $10^{-2}$ to $10^{-3}$, whereas a simple pole would make it grow. For $q=\epsilon n$ the norm of $\Gamma-\Gamma_{\rm BC}$ falls linearly with $\epsilon$ in two directions, while at $\epsilon=10^{-3}$ $\Gamma_{\rm n}$ still differs from $\partial^\mu S^{-1}$ by an amount of order one that depends on $n$ and on the frame (norms 2.4 and 6.8 for the two directions used, at $p^2=-0.5$).

\section*{(h) The magnetic moment}

\textit{For $\xi=1$ with photon mass $\lambda\ll m$, find the on-shell Pauli form factor at $q^2\to0$ from $\Gamma_{\rm BC}$ and from the full one-loop vertex.}

\textbf{Solution.} At order $a$ one may set $k^2=p^2=m^2$, $\omega=0$. Between $\bar u(k)$ and $u(p)$, $\hat P\to m$ and $\hat q\to0$ when they stand alone. From $\hat k\gamma^\mu=k^\mu-\gamma^{\mu k}$ and $\gamma^\mu\hat p=p^\mu+\gamma^{\mu p}$ follows the Gordon identity $2m\gamma^\mu\to2P^\mu-\gamma^{\mu q}$. Since $i\sigma^{\mu\nu}q_\nu=-\gamma^{\mu q}$, the definition is $\Gamma^\mu\to F_1\gamma^\mu-F_2\gamma^{\mu q}/2m$. A term $fP^\mu=f(m\gamma^\mu+\frac12\gamma^{\mu q})$ thus gives $F_2=-mf$.

For the Ball-Chiu part $f=2mA'-2B'$. With $\partial\Delta/\partial p^2=-sx$, (\ref{AB}) gives $A'=2a\int x^2s/\Delta$ and $B'=4am\int xs/\Delta$. With $\eta=\lambda/m$, $D=\Delta/m^2=s^2-\eta^2s+\eta^2$ and $8x-4x^2=4-4s^2$,
\begin{equation}
F_2^{\rm BC}=a\int_0^1\!ds\,\frac{4s-4s^3}{D}=a\,[4\ln(1/\eta)+\pi\eta-2]+O(a\eta^2\ln\eta).
\end{equation}
Here $4s=2D'+2\eta^2$, $\int2D'/D=2\ln(1/\eta^2)$, $2\eta^2\int ds/D\approx2\eta^2\pi/(2\eta)$, and $4\int s^3/D\to2$.

In (\ref{N}) terms odd in $v$ cancel, since $\Delta$ is symmetric in $y,z$ on shell, so $\kappa+\pi\to2xP$ and $\hat\kappa,\hat\pi\to xm$. The grade-1 part gives $-4x^2mP^\mu$ and the scalar part $8xmP^\mu$. For grade 3, $\gamma^{\mu Pq}=-\gamma^{\mu kp}=\gamma^{k\mu p}$, and $\hat k\gamma^\mu\hat p\to m^2\gamma^\mu$ yields $\gamma^{\mu Pq}\to(m^2+k\cdot p)\gamma^\mu-2mP^\mu$, so $2x\gamma^{\mu Pq}$ adds $-4xmP^\mu$. The sum is $4mx(1-x)=4mxs$, so $f=-4am\int xs/\Delta$. At $q^2=0$, $\int dy\,dz=\int s\,ds$ and
\begin{equation}
F_2(0)=4a\int_0^1\!ds\,\frac{s^2(1-s)}{D}\;\xrightarrow{\eta\to0}\;2a=\frac{\alpha}{2\pi}.
\end{equation}
At $q^2=-10^{-4}m^2$ and $\eta=10^{-2}$ the matrix calculation gives $F_2=16.4534-14.5128=1.9406$ in units of $a$ (Ball-Chiu plus transverse), and at $\eta=10^{-3}$, $25.634-23.640=1.994$. The excess of $F_2^{\rm BC}$ over $4\ln(1/\eta)-2$ is $16.4534-16.4207=0.033$ and $25.6342-25.6310=0.0032$, close to $\pi\eta$. At $\lambda=0$, $F_2=1.99997\,a=1.16139\times10^{-3}$, against $\alpha/2\pi=1.16141\times10^{-3}$.

In this gauge the Ball-Chiu contribution diverges logarithmically as $\lambda\to0$, because $k^2=m^2$ then becomes the branch point where the analyticity assumed for $A$ and $B$ fails. That singularity is dynamical, and the transverse part cancels it in $F_2$. There is no conflict with part (f): $F_2$ multiplies $\gamma^{\mu q}$, which is first order in $q$, where the WTI leaves $\tau_5$ and $\tau_8$ free. For regular $\tau_i$ the transverse part of $F_2(0)$ is $2m^2\tau_8-2m\tau_5$. The third first-order structure allowed by charge conjugation, $T_6$, does not contribute: on shell $\omega=0$ and $\gamma^{Pq}=-\gamma^{kp}\to-(m^2-k\cdot p)=-q^2/2$, so $T_6\to-\frac12q^2P^\mu$, which adds only $\frac12mq^2\tau_6$ to $F_2$.

\section*{Table of computed values}
\begin{verbatim}
structures: no parity 24 | parity 12 | WTI equations 4 | transverse 8
degree (1,1): covariants 4, transverse 2, from T 2, from bad basis 1
degree (2,2): covariants 7, transverse 4, from T 4, from bad basis 3
degree (3,3): covariants 10, transverse 6, from T 6, from bad basis 5
alpha = 0.007297353, a = alpha/4pi = 5.807049e-04; masses in m, O(a) parts in units of a
xi=3.0, k2=-2.0, p2=-0.5, q2=-3.0, P2=-0.5000, om=-0.7500 [m^2]
A1(k2), A1(p2) [a]: -0.971878 0.649186
B1(k2), B1(p2) [a m]: 0.112489 2.701628
SigA1 = -0.161346 a, DelA = 1.080709 a/m^2, DelB = 1.726092 a/m
SigA = 0.99990631, 2DelA = 1.2551e-03 /m^2, -2DelB = -2.0047e-03 /m
WTI residual of loop vertex = 3.5e-13 a m
a1 [a/m], a2 [a/m]: -3.105712 -0.086618
b0 [a], b1..b4 [a/m^2]: -2.391260 1.817036 -0.042724 0.086095 -0.732624
c1,c2 [a/m], c3,c4 [a/m^3], d [a/m^2]: -0.111052 0.021470 0.207745 -0.014919 -0.517619
tau units: a/m^n, n = 3 4 2 2 1 3 3 2
tau1-4 xi=3: -0.115491 0.114794 0.732624 0.042724
tau5-8 xi=3: 0.021470 0.207745 -0.014919 -0.517619
tau1-4 xi=1: -0.076994 0.017181 0.478313 -0.012886
tau5-8 xi=1: 0.000000 -0.000000 0.000000 -0.517619
line-integral solution tau1-4: 0.255667 -0.180592 -0.210794 0.135444
k2,p2=-1.25+-om, q2=-3: tau1,tau2,tau4/om [a/m^4],tau7/om [a/m^5]
  om=1e-2: -0.112448 0.111334 -0.053736 0.018575
  om=1e-3: -0.112448 0.111334 -0.053736 0.018575
q2=0: a1, -2DelB [a/m], b1, 2DelA [a/m^2]: -3.452185 -3.452185 2.161418 2.161418
q2=0 tau1-4: -0.142506 0.155387 0.892554 0.053330
q2=0 tau5-8: 0.181386 0.290217 -0.019117 -0.575364
q2=-1e-2,-1e-3: norm of naive solution [a]: 620.622339 6236.247874
  coefficient of T1 qslash [a/m^4]: 5.328259 53.325125
collinear q2=-0.5+-d: max tau jump 1.30e-03 (d=1e-2), 1.30e-04 (d=1e-3)
direction 1: |G-BC| 4.27e-03,4.28e-04 (eps=1e-2,1e-3); |BC-dS| 6.66e-03; |naive-dS| 2.407 [a]
direction 2: |G-BC| 1.58e-02,1.58e-03 (eps=1e-2,1e-3); |BC-dS| 5.53e-03; |naive-dS| 6.839 [a]
lam=0.01 m: F2 full 1.9406, BC 16.4534, transverse -14.5128, 4ln(m/lam)-2 16.4207 [a]
lam=0.001 m: F2 full 1.9937, BC 25.6342, transverse -23.6404, 4ln(m/lam)-2 25.6310 [a]
lam=0: F2 = 1.99997 a = 1.161390e-03; alpha/2pi = 1.161410e-03
\end{verbatim}
